Why a threshold-built CABS can spoil finite-difference frequencies

**Question**

I compute the harmonic frequency of a diatomic from three energies. Each energy is closed-shell RHF plus the CABS singles correction. At every bond length the complementary auxiliary basis is built afresh: I project the RI functions against the orbital basis, diagonalize their overlap and keep the eigenvectors with eigenvalues above a threshold τ.

I took this to be smooth in the geometry. The overlaps are smooth, and a direction near the threshold has an almost vanishing norm, so dropping it should hardly matter. Yet for some thresholds the frequency gets worse as I reduce the displacement, and then suddenly becomes sensible again. The potential curve looks perfectly smooth. Is this rounding noise, and would a smaller τ remove it?

**Answer**

It need not be rounding noise. The construction is smooth between threshold crossings, but at a crossing the energy can have a finite step. A smaller τ moves the crossings, perhaps out of the range of bond lengths you use, but it does not guarantee a continuous energy. The weak point in your argument is the step from "small norm" to "small contribution".

**What changes at a crossing**

Let o label the orbital basis functions and x, y the RI functions, all real. The projected RI functions are

x̃ = x − Σ_o o (S_oo⁻¹ S_ox).

In their overlap, the two cross terms each give −S_xo S_oo⁻¹ S_ox and the last term gives the same matrix with a plus sign, which leaves

G = S_xx − S_xo S_oo⁻¹ S_ox,  G v_k = s_k v_k.

The function u_k = Σ_x x̃ (v_k)_x has squared norm s_k. A CABS orbital must have norm one, so it is u_k/√s_k, and the projector on the retained space is

P = Σ_(s_k>τ) |u_k⟩⟨u_k| / s_k.

As long as no eigenvalue meets τ, the kept and dropped groups stay separated and P varies smoothly with the bond length R, even if eigenvalues cross within one group. When s_k passes τ, the whole term |u_k⟩⟨u_k|/s_k appears or disappears. It projects on a normalised function, so its operator norm is one for τ = 10⁻⁴ and for τ = 10⁻⁸ alike.

**The energy step**

In atomic units, let F be the Fock operator and ε_i the energy of the canonical occupied orbital i. The external space consists of the virtual orbitals and the retained CABS orbitals, with the Fock coupling between them included. Write b_i for the Fock coupling of this space to orbital i, and A_i = F − ε_i for the matrix within it. The second-order singles energy is the minimum of

L = 2 Σ_i (t_iᵀ A_i t_i + 2 t_iᵀ b_i),

where the leading 2 counts the spins. Setting the derivative to zero gives A_i t_i = −b_i, and insertion gives

E_S = 2 Σ_i t_iᵀ b_i = −2 Σ_i b_iᵀ A_i⁻¹ b_i.

Now add one direction u, orthogonal to the others but left unnormalised, with squared norm s. Let a be its Fock coupling to the old external orbitals, β_i its coupling to occupied orbital i, and d_i = F_uu − ε_i s. The factor s in d_i is the overlap of u with itself. With θ_i as the amplitude of u, the equations become

A_i t_i + a θ_i = −b_i
aᵀ t_i + d_i θ_i = −β_i.

The first gives t_i = −A_i⁻¹(b_i + a θ_i). Inserting this in the second gives

θ_i = −N_i / D_i
N_i = β_i − aᵀ A_i⁻¹ b_i
D_i = d_i − aᵀ A_i⁻¹ a.

The new energy contribution of orbital i is twice

b_iᵀ t_i + β_i θ_i = −b_iᵀ A_i⁻¹ b_i + θ_i (β_i − aᵀ A_i⁻¹ b_i).

The bracket is N_i, so adding the direction changes the energy by

ΔE = −2 Σ_i N_i² / D_i.

If u is multiplied by c, then N_i gains a factor c and D_i a factor c². The ratio does not change, so the small norm cancels. What counts is how strongly the normalised function couples to the occupied orbitals, both directly and through the other external orbitals, and how high it lies in energy. A particular step can be tiny because the coupling is weak or D_i/s is large, but a small s alone does not guarantee it. If the enlarged matrices are positive definite, D_i > 0 and ΔE ≤ 0, as expected when a variational space grows.

Symmetry can remove the step. In a linear molecule with only σ and π occupied orbitals, a δ direction has N_i = 0 for every i: the dimension changes but E_S does not. A π crossing brings in two partner directions together. They do not mix and contribute equally, so the step is twice that of one partner.

**What the stencil does with the step**

Define J as the energy just to the right of the crossing minus the energy just to the left. Then J = ΔE if the direction enters as R grows, and J = −ΔE if it leaves. The three-point curvature at R₀ is

k = [E(R₀+h) − 2E(R₀) + E(R₀−h)] / h².

If the crossing lies between R₀ and R₀+h, only the right-hand point is on the other branch. Its energy is shifted by J relative to the branch of the central point, so

error of k = +J/h².

If the crossing lies between R₀−h and R₀, the left-hand point is the odd one out. Relative to the branch of the centre it is shifted by −J, and the error is −J/h². In the central first derivative the left-hand energy enters with a minus sign, so both cases give +J/(2h).

Strictly, J here is the branch difference at the displaced point; its value at the crossing is a good substitute when it varies slowly. A crossing near R₀ would therefore produce the pattern you describe: reducing h enlarges the error until the crossing falls outside the stencil, and then the error vanishes.

**A constructed case: the HF molecule**

I used cc-pVDZ as orbital basis (19 functions) and an even-tempered RI set of 68 s, p and d functions. In a scan from 0.70 to 1.60 Å with 46 points, τ = 10⁻⁴ gives a CABS dimension of 58 at the start and 60 at the end, with changes in two intervals. For 10⁻⁵, 10⁻⁶, 10⁻⁷ and 10⁻⁸ no change was seen between neighbouring points. Crossings are therefore possible, not inevitable.

To show what one can do, I placed τ deliberately. Close to the minimum, R₀ = 0.899 Å, there is a single σ eigenvalue between 10⁻⁷ and 10⁻⁵. Setting τ = 5.357 × 10⁻⁶ makes it cross at 0.9005 Å. At the scan points this eigenvalue stays between 4.4 × 10⁻⁶ and 6.6 × 10⁻⁶, so it affects a narrow range of thresholds. The placement of the crossing is unfavourable by design. The size of the step is not a worst case, since other directions can couple more strongly, and the example says nothing about how often one would meet a crossing.

The dimension rises from 66 to 67, and

J = −1.179 × 10⁻³ eV = −4.33 × 10⁻⁵ hartree.

The formula for ΔE and the difference of two diagonalizations agree on this value. It is about 0.2 % of the singles correction at R₀, −0.576 eV, although the squared norm of the direction is only about 5 × 10⁻⁶. On a plotted potential curve a step of one millielectronvolt is easily missed.

For h = 0.005 Å the predicted curvature error is

J/h² = −1.179 × 10⁻³ / (2.5 × 10⁻⁵) = −47.2 eV/Å².

With the retained space held fixed, the curvature at R₀ is 69.97 eV/Å². (R₀ is not exactly the minimum; at the minimum of this curve, 0.8984 Å, the curvature is about 70.3 eV/Å² and the quantum 0.554 eV.) The threshold rule gives 22.71 eV/Å², an error of −47.26 eV/Å². Since ħω is proportional to √k, the harmonic quantum falls by the factor √(22.71/69.97) = 0.570, from 0.553 eV to 0.315 eV. The error is −0.238 eV, or −1918 cm⁻¹.

For h = 0.002 Å the error grows to −294.8 eV/Å². The curvature becomes −224.8 eV/Å² and the frequency imaginary. For h = 0.001 Å the crossing is outside the stencil, and the threshold and fixed-space results coincide at 69.96 eV/Å².

The range of imaginary frequencies follows from k + J/h² < 0:

h < √(|J|/k) = √(1.179 × 10⁻³ / 69.97) Å ≈ 0.0041 Å,

provided that h still exceeds the 0.0015 Å distance to the crossing.

A stencil centred at 0.901 Å with h = 0.003 Å has the crossing on its left. The error is then +130.8 eV/Å², against a prediction of +131.0 eV/Å², so the curvature is now too large. The slope suffers as well: at R₀ with h = 0.005 Å it is wrong by −0.118 eV/Å. A Newton step with the correct curvature would turn this into a false bond-length shift of 0.118/69.97 ≈ 0.0017 Å.

The extra direction itself is harmless. Keeping it at all three points gives the same curvature, 69.971 eV/Å² at h = 0.005 Å, as leaving it out at all three. The damage comes from mixing the two spaces in one difference formula.

**Would a larger displacement help?**

It dilutes the step but brings back the ordinary truncation error. To reduce |J|/h² to 1 % of k here, one needs

h = √(1.179 × 10⁻³ / 0.6997) Å ≈ 0.041 Å.

The fixed-space curvatures at h = 0.005 and 0.001 Å differ by 0.0070 eV/Å². If the leading truncation error is C h², then

C ≈ 0.0070 / (2.5 × 10⁻⁵ − 0.1 × 10⁻⁵) ≈ 290 eV/Å⁴.

At h = 0.041 Å this extrapolates to about 0.5 eV/Å², or 0.7 % of k. The two errors are now of similar size. For this stencil they have opposite signs, about −0.7 eV/Å² from the step and +0.5 eV/Å² from truncation, and partly cancel to about −0.2 eV/Å². That cancellation is accidental: with the crossing to the left of the centre the step error changes sign and the two add up. A wider stencil can also take in further crossings.

Differences of analytic gradients are less sensitive, if the gradient is the exact derivative of the energy on its own branch. Such a gradient does not see J, only its slope J′, and the curvature error is J′/(2h) for a crossing on either side. Multiplying the two curvature errors above by h² gives J at R₀ + 0.005 Å and R₀ + 0.002 Å:

J = −1.1814 × 10⁻³ eV and −1.1791 × 10⁻³ eV.

Hence J′ ≈ −8 × 10⁻⁴ eV/Å, and for h = 0.005 Å the error would be about −0.08 eV/Å², roughly 0.1 % of k. This is an estimate from the energies, not a gradient calculation, and it relies on J varying slowly.

**The F12 pair terms use the same projector**

The singles correction is not the only place where the CABS enters. With m an occupied orbital and a′ a CABS orbital, the CABS part of the F12 intermediate V is

V_ij^kl = −Σ_(m,a′) [⟨ij|r₁₂⁻¹|m a′⟩⟨m a′|f|kl⟩ + ⟨ij|r₁₂⁻¹|a′ m⟩⟨a′ m|f|kl⟩],

f = −exp(−γ r₁₂)/γ.

I fix the amplitudes by the cusp conditions, 1/2 for singlet and 1/4 for triplet pairs. For i < j, one singlet and three triplets give

½(V_ij^ij + V_ij^ji) + ¾(V_ij^ij − V_ij^ji) = (5/4) V_ij^ij − (1/4) V_ij^ji.

Spread over both orders of i and j, the energy is

E_V = Σ_ij [(5/8) V_ij^ij − (1/8) V_ij^ji].

For i = j this gives ½ V_ii^ii, as it should for a singlet pair. Here V is counted once; the Hylleraas functional of MP2-F12 with fixed amplitudes contains this term twice.

With γ = 1.0 bohr⁻¹ and a six-Gaussian fit to the Slater function, adding the same critical direction changes E_V by about +2 × 10⁻⁴ eV. That is about a fifth of the singles step, with the opposite sign; no variational argument fixes the sign of this partial term. I did not compute the remaining F12 terms, so this is not the step of a complete MP2-F12 energy, and cancellation should not be relied on.

**What to do**

Choose the retained space once, at the central geometry, and use the same rule at every displaced point. For a linear molecule, fix the number of directions in each symmetry block, counting degenerate partners together. Fixing only the total number is not enough: if a σ and a δ eigenvalue exchange order at the cut, the total stays the same while the space changes.

The fixed-number rule also has a condition. In each block, the last kept and first dropped eigenvalues must stay apart over the whole stencil. If they come close, the retained direction can turn rapidly with R, and if they meet, the choice is no longer unique.

When displacements break the symmetry, an alternative is to fix a list of RI functions instead of a number of eigenvectors. If G_L is the block of G for that list, the projector is

P_L = Σ_(x,y in L) |x̃⟩ (G_L⁻¹)_xy ⟨ỹ|.

It is smooth as long as G_L remains safely invertible, so the list should be free of near-dependences at all the geometries used. The list should also consist of whole shells; with only some components of a p or d shell, the retained space would depend on the orientation of the molecule.

As a check, print the eigenvalues near τ and the dimension of each block at every displaced geometry. A change warns of a possible step, though symmetry may make it vanish. In this example a step of only 0.01 × 69.97 × 2.5 × 10⁻⁵ ≈ 1.7 × 10⁻⁵ eV would already change the curvature by 1 % at h = 0.005 Å.

The frequencies above belong to RHF plus CABS singles in a small basis. They leave out electron correlation and relativity and still contain a basis-set error, so they should not be read as predictions for experiment. For scale, plain RHF with cc-pVTZ and aug-cc-pVTZ gives curvatures of 70.16 and 70.25 eV/Å² at 0.899 Å, about 0.2 to 0.3 eV/Å² above the value used here, and quanta of 0.556 and 0.554 eV at the respective minima. The singles correction of −0.576 eV is only about half of the RHF energy lowering from cc-pVDZ to these bases (−1.06 and −1.14 eV), so it is not a converged value. The numerical output below gives the values in full.

Values computed for the example and the checks

```
scan: 0.70 to 1.60 angstrom, 46 points
tau 1e-04: CABS dimension 58 at start, 60 at end, intervals with a change 2
tau 1e-05: CABS dimension 66 at start, 66 at end, intervals with a change 0
tau 1e-06: CABS dimension 67 at start, 67 at end, intervals with a change 0
tau 1e-07: CABS dimension 67 at start, 67 at end, intervals with a change 0
tau 1e-08: CABS dimension 68 at start, 68 at end, intervals with a change 0
orbital functions 19, RI functions 68
R0 (minimum, rounded) = 0.899 angstrom
crossing placed at 0.9005 angstrom
sigma eigenvalue s, singles step on adding it (eV), isolated crossing:
  s = 5.357e-06  step = -1.179e-03 eV  True
chosen tau = 5.3571e-06
this eigenvalue over the scan: lowest 4.4376e-06, highest 6.5987e-06
CABS dimension left 66, right 67
J = -1.1788e-03 eV = -4.3319e-05 hartree
step from block-inversion formula = -1.1788e-03 eV
singles step of a delta direction = 1.9e-16 eV
geminal exponent = 1.0 1/bohr; test integral: fit 0.322610, Slater 0.322508
step on adding it, CABS part of V energy = 2.315e-04 eV
reduced mass = 0.95721 u
at R0: E_RHF = -2721.67466 eV, E_singles = -0.57582 eV
a negative quantum below stands for an imaginary frequency
h = 0.005 angstrom: curvature frozen 69.9710, threshold 22.7139 eV/angstrom^2
  error -47.2571, J/h^2 prediction -47.1503 eV/angstrom^2
  quantum frozen 0.552778, threshold 0.314947 eV
h = 0.002 angstrom: curvature frozen 69.9649, threshold -224.8201 eV/angstrom^2
  error -294.7850, J/h^2 prediction -294.6896 eV/angstrom^2
  quantum frozen 0.552754, threshold -0.990854 eV
h = 0.001 angstrom: curvature frozen 69.9640, threshold 69.9640 eV/angstrom^2
  error 0.0000, J/h^2 prediction 0.0000 eV/angstrom^2
  quantum frozen 0.552751, threshold 0.552751 eV
frozen on the right-hand space, h = 0.005: 69.9710 eV/angstrom^2, quantum 0.552779 eV
quantum error at h = 0.005: -0.2378 eV = -1918 cm^-1
slope error at h = 0.005: -1.1814e-01, J/(2h) -1.1788e-01 eV/angstrom
centre 0.901 angstrom, h = 0.003: curvature error 130.7611, -J/h^2 130.9732 eV/angstrom^2
```
